# Helium's second hyperpolarizability from finite-field Hartree-Fock energies: a numerical check

```python
"""
Result under test: for helium in a static field F along z,
    E(F) = E(0) - alpha F^2/2 - gamma F^4/24 - O(F^6),
finite-field Hartree-Fock (HF) with Romberg extrapolation gives gamma near
36.0 atomic units, while the accurate correlated value is near 43.1.
Symbols: alpha = dipole polarizability, gamma = second hyperpolarizability,
h = field-free one-electron operator, z = coordinate matrix, S = overlap,
c = coefficients of the doubly occupied orbital, J and K = Coulomb and
exchange matrices. Fixed nucleus, nonrelativistic, atomic units throughout.
HF finite-field results are tested against field-free perturbation theory;
the correlated results come from full configuration interaction (CI).
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, fci, ao2mo


def even_tempered(l, smallest, ratio, count):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(count)]


def sym_outer(a, b):
    return np.outer(a, b) + np.outer(b, a)


class Helium:
    def __init__(self, basis):
        if not isinstance(basis, str):
            basis = {"He": basis}
        self.mol = gto.M(atom="He 0 0 0", basis=basis, verbose=0)
        self.S = self.mol.intor("int1e_ovlp")
        self.h = self.mol.intor("int1e_kin") + self.mol.intor("int1e_nuc")
        self.z = self.mol.intor("int1e_r")[2]
        self.eri = self.mol.intor("int2e", aosym="s8")
        self.n = self.S.shape[0]
        mf = self.standard_scf(0.0)
        self.X, self.levels = mf.mo_coeff, mf.mo_energy
        self.E0, self.c0 = self.hartree_fock(0.0, self.X[:, 0])

    def standard_scf(self, field):
        mf = scf.RHF(self.mol)
        mf._eri = self.eri
        core = self.h + field * self.z
        mf.get_hcore = lambda *args: core
        mf.conv_tol = 1e-11
        mf.kernel()
        assert mf.converged
        return mf

    def jk(self, D):
        return scf.hf.dot_eri_dm(self.eri, D, hermi=1)

    def coulomb(self, D):
        return scf.hf.dot_eri_dm(self.eri, D, hermi=1, with_k=False)[0]

    def exchange(self, D):
        return scf.hf.dot_eri_dm(self.eri, D, hermi=1, with_j=False)[1]

    def response_matrix(self, fock, eps, K, c):
        s = self.S @ c
        M = np.zeros((self.n + 1, self.n + 1))
        M[:-1, :-1] = fock - eps * self.S + 2 * K
        M[:-1, -1] = -s
        M[-1, :-1] = s
        return M

    def hartree_fock(self, field, c):
        """Newton solution of the orbital equation; returns energy, orbital."""
        core = self.h + field * self.z
        for _ in range(20):
            c = c / np.sqrt(c @ self.S @ c)
            J, K = self.jk(np.outer(c, c))
            fock = core + J
            eps = c @ fock @ c
            residual = fock @ c - eps * (self.S @ c)
            if np.linalg.norm(self.X.T @ residual) < 1e-9:
                return 2 * c @ core @ c + c @ J @ c, c
            M = self.response_matrix(fock, eps, K, c)
            c = c + np.linalg.solve(M, np.append(-residual, 0.0))[:-1]
        raise RuntimeError("Newton iteration did not converge")

    def perturbation(self):
        """alpha and gamma from first- and second-order orbitals at F = 0."""
        c0, S, h, z = self.c0, self.S, self.h, self.z
        J, K = self.jk(np.outer(c0, c0))
        fock = h + J
        M = self.response_matrix(fock, c0 @ fock @ c0, K, c0)
        c1 = np.linalg.solve(M, np.append(-z @ c0, 0.0))[:-1]
        D1, D11 = sym_outer(c0, c1), np.outer(c1, c1)
        source = self.coulomb(D11) @ c0 + self.coulomb(D1) @ c1 + z @ c1
        rhs = np.append(-source, -0.5 * c1 @ S @ c1)
        c2 = np.linalg.solve(M, rhs)[:-1]
        D = [np.outer(c0, c0), D1, D11 + sym_outer(c0, c2),
             sym_outer(c1, c2), np.outer(c2, c2)]
        V = [self.coulomb(d) for d in D]
        norm4 = c2 @ S @ c2
        one0 = np.sum(h * D[0])
        one4 = np.sum(h * D[4]) + np.sum(z * D[3])
        two0 = np.sum(D[0] * V[0])
        two4 = sum(np.sum(D[i] * V[4 - i]) for i in range(5))
        E4 = 2 * (one4 - norm4 * one0) + two4 - 2 * norm4 * two0
        return -4 * c0 @ z @ c1, -24 * E4

    def full_ci(self, field, c):
        """Lowest singlet energy by Davidson iteration on the pair matrix."""
        X = self.X
        core = X.T @ (self.h + field * self.z) @ X
        gap = self.levels[:, None] + self.levels[None, :] - 2 * self.levels[0]
        gap[0, 0] = 1.0
        a = X.T @ self.S @ c
        trial = np.outer(a, a)
        vectors, products = [], []
        for _ in range(60):
            for _ in range(2):
                for v in vectors:
                    trial = trial - np.sum(v * trial) * v
            trial = (trial + trial.T) / 2
            trial = trial / np.linalg.norm(trial)
            pair = X @ trial @ X.T
            pair = (pair + pair.T) / 2
            image = core @ trial + trial @ core + X.T @ self.exchange(pair) @ X
            vectors.append(trial)
            products.append(image)
            V = np.array(vectors).reshape(len(vectors), -1)
            W = np.array(products).reshape(len(products), -1)
            small = V @ W.T
            values, states = np.linalg.eigh((small + small.T) / 2)
            y = states[:, 0]
            residual = (y @ W - values[0] * (y @ V)).reshape(self.n, self.n)
            if np.linalg.norm(residual) < 1e-7:
                return values[0]
            trial = -residual / gap
        raise RuntimeError("Davidson iteration did not converge")


def romberg(column):
    table = [list(column)]
    while len(table[-1]) > 1:
        w, old = 4 ** len(table), table[-1]
        table.append([(w * a - b) / (w - 1) for a, b in zip(old, old[1:])])
    return table


def extrapolate(fields, E0, E):
    alpha = romberg([-2 * (e - E0) / f**2 for f, e in zip(fields, E)])
    gamma = romberg([-2 * (E[k + 1] - 4 * E[k] + 3 * E0) / fields[k]**4
                     for k in range(len(E) - 1)])
    return alpha[-1][0], gamma


fields = [0.008 * 2**k for k in range(4)]
s_set = even_tempered(0, 0.025, 2.5, 12)
p_set = even_tempered(1, 0.03, 2.2, 8)
d_set = even_tempered(2, 0.04, 2.2, 6)
f_set = even_tempered(3, 0.10, 3.0, 3)
spd = s_set + p_set + d_set
results = {}
for name, basis in (("spdf", spd + f_set), ("spd", spd)):
    atom = Helium(basis)
    hf = [atom.hartree_fock(F, atom.c0) for F in fields]
    E_hf = [pair[0] for pair in hf]
    ci0 = atom.full_ci(0.0, atom.c0)
    E_ci = [atom.full_ci(F, pair[1]) for F, pair in zip(fields, hf)]
    results[name] = dict(
        n=atom.n, E0=atom.E0, E=E_hf, ci0=ci0, ci=E_ci,
        hf=extrapolate(fields, atom.E0, E_hf),
        corr=extrapolate(fields, ci0, E_ci), pt=atom.perturbation())
    if name == "spd":
        # Newton orbital must be the ordinary SCF ground state in the field
        assert abs(atom.standard_scf(fields[-1]).e_tot - E_hf[-1]) < 1e-8

full, no_f = results["spdf"], results["spd"]
alpha_hf, table_hf = full["hf"]
alpha_ci, table_ci = full["corr"]
gamma_hf, gamma_ci = table_hf[-1][0], table_ci[-1][0]
alpha_pt, gamma_pt = full["pt"]

# finite fields with Romberg against field-free perturbation theory
assert abs(alpha_hf - alpha_pt) < 1e-5
assert abs(gamma_hf - gamma_pt) < 5e-3
raw_errors = [g - gamma_pt for g in table_hf[0]]
error_ratio = raw_errors[1] / raw_errors[0]
assert abs(error_ratio - 4) < 0.4
assert abs(gamma_hf - gamma_pt) < abs(raw_errors[0])

# f functions: no effect on HF gamma, but an effect on the next field order
assert abs(no_f["pt"][1] - gamma_pt) < 1e-4
slope = [(r["hf"][1][0][1] - r["hf"][1][0][0]) / (3 * fields[0]**2)
         for r in (full, no_f)]
assert slope[0] > 1.01 * slope[1]

# basis convergence and the need for diffuse functions
dense = Helium(even_tempered(0, 0.02, 2.1, 14) + even_tempered(1, 0.025, 2.0, 9)
               + even_tempered(2, 0.03, 2.0, 7))
gamma_dense = dense.perturbation()[1]
assert abs(gamma_dense - gamma_pt) < 0.1
compact = Helium(s_set + [b for b in p_set + d_set if b[1][0] > 0.2])
gamma_compact = compact.perturbation()[1]
assert gamma_compact < gamma_pt - 3

# pair-matrix CI against an independent determinant CI, in a field
small = Helium("aug-cc-pvdz")
F_test = fields[-1]
h_mo = small.X.T @ (small.h + F_test * small.z) @ small.X
e_det = fci.direct_spin1.kernel(h_mo, ao2mo.kernel(small.mol, small.X),
                                small.n, (1, 1))[0]
e_pair = small.full_ci(F_test, small.c0)
assert abs(e_det - e_pair) < 1e-8

# the two values named in the claim, with allowance for finite basis sets
assert abs(gamma_hf - 36.0) < 0.15
assert abs(table_ci[-1][0] - table_ci[-2][0]) < 0.02
assert abs(gamma_ci - 43.1) < 0.5

e = constants.e
a0 = constants.physical_constants["Bohr radius"][0]
Eh = constants.physical_constants["Hartree energy"][0]
si = e**4 * a0**4 / Eh**3

print("All values in atomic units unless a unit is given")
for label, group in (("s", s_set), ("p", p_set), ("d", d_set), ("f", f_set)):
    print(f"{label} exponents: {len(group)} from {group[0][1][0]:.3f}"
          f" to {group[-1][1][0]:.3f}, ratio {group[1][1][0]/group[0][1][0]:.1f}")
print(f"basis functions, spdf / spd: {full['n']} / {no_f['n']}")
print(f"HF energy, F = 0: {full['E0']:.13f}")
for F, E in zip(fields, full["E"]):
    print(f"HF energy, F = {F:.3f}: {E:.13f}")
for m, column in enumerate(table_hf):
    for F, g in zip(fields, column):
        print(f"HF gamma, Romberg level {m}, F = {F:.3f}: {g:.4f}")
print(f"HF gamma, perturbation theory: {gamma_pt:.4f}")
print(f"raw error at F = {fields[0]:.3f}: {raw_errors[0]:.4f}")
print(f"raw error at F = {fields[1]:.3f}: {raw_errors[1]:.4f}")
print(f"ratio of these raw errors: {error_ratio:.3f}")
print(f"bound on raw gamma shift at F = {fields[0]:.3f} for energy errors"
      f" of 1e-12: {16e-12 / fields[0]**4:.4f}")
print(f"HF alpha, Romberg / perturbation: {alpha_hf:.5f} / {alpha_pt:.5f}")
print(f"HF gamma without f functions: {no_f['pt'][1]:.4f}")
print(f"raw gamma slope in F^2, with f / without f:"
      f" {slope[0]:.1f} / {slope[1]:.1f}")
print(f"HF gamma, denser spd basis ({dense.n} functions): {gamma_dense:.4f}")
print(f"HF gamma, p and d exponents below 0.2 removed: {gamma_compact:.3f}")
print(f"small-basis CI, pair / determinant energy: {e_pair:.9f} / {e_det:.9f}")
print(f"CI energy, F = 0: {full['ci0']:.12f}")
for F, E in zip(fields, full["ci"]):
    print(f"CI energy, F = {F:.3f}: {E:.12f}")
for m, column in enumerate(table_ci):
    for F, g in zip(fields, column):
        print(f"CI gamma, Romberg level {m}, F = {F:.3f}: {g:.3f}")
print(f"CI gamma without f functions: {no_f['corr'][1][-1][0]:.3f}")
print(f"CI alpha, with f / without f: {alpha_ci:.4f} / {no_f['corr'][0]:.4f}")
print(f"HF deficit in gamma relative to CI: {100*(1-gamma_hf/gamma_ci):.1f} %")
print(f"HF deficit in alpha relative to CI: {100*(1-alpha_hf/alpha_ci):.1f} %")
print(f"atomic unit of gamma: {si:.4e} C^4 m^4 J^-3")
print(f"HF gamma in SI: {gamma_hf*si:.3e} C^4 m^4 J^-3")
print(f"CI gamma in SI: {gamma_ci*si:.3e} C^4 m^4 J^-3")
print("all assertions hold")
```

Running it gives:

```
All values in atomic units unless a unit is given
s exponents: 12 from 0.025 to 596.046, ratio 2.5
p exponents: 8 from 0.030 to 7.483, ratio 2.2
d exponents: 6 from 0.040 to 2.061, ratio 2.2
f exponents: 3 from 0.100 to 0.900, ratio 3.0
basis functions, spdf / spd: 87 / 66
HF energy, F = 0: -2.8616133684139
HF energy, F = 0.008: -2.8616556906725
HF energy, F = 0.016: -2.8617827314027
HF energy, F = 0.032: -2.8622920158943
HF energy, F = 0.064: -2.8643479457634
HF gamma, Romberg level 0, F = 0.008: 36.1106
HF gamma, Romberg level 0, F = 0.016: 36.4845
HF gamma, Romberg level 0, F = 0.032: 38.1230
HF gamma, Romberg level 1, F = 0.008: 35.9860
HF gamma, Romberg level 1, F = 0.016: 35.9384
HF gamma, Romberg level 2, F = 0.008: 35.9891
HF gamma, perturbation theory: 35.9887
raw error at F = 0.008: 0.1219
raw error at F = 0.016: 0.4958
ratio of these raw errors: 4.068
bound on raw gamma shift at F = 0.008 for energy errors of 1e-12: 0.0039
HF alpha, Romberg / perturbation: 1.32238 / 1.32238
HF gamma without f functions: 35.9887
raw gamma slope in F^2, with f / without f: 1947.6 / 1674.9
HF gamma, denser spd basis (76 functions): 36.0477
HF gamma, p and d exponents below 0.2 removed: 11.093
small-basis CI, pair / determinant energy: -2.892343852 / -2.892343852
CI energy, F = 0: -2.902453798221
CI energy, F = 0.008: -2.902498164123
CI energy, F = 0.016: -2.902631350951
CI energy, F = 0.032: -2.903165451477
CI energy, F = 0.064: -2.905324644445
CI gamma, Romberg level 0, F = 0.008: 43.517
CI gamma, Romberg level 0, F = 0.016: 44.017
CI gamma, Romberg level 0, F = 0.032: 46.221
CI gamma, Romberg level 1, F = 0.008: 43.350
CI gamma, Romberg level 1, F = 0.016: 43.282
CI gamma, Romberg level 2, F = 0.008: 43.355
CI gamma without f functions: 43.245
CI alpha, with f / without f: 1.3862 / 1.3846
HF deficit in gamma relative to CI: 17.0 %
HF deficit in alpha relative to CI: 4.6 %
atomic unit of gamma: 6.2354e-65 C^4 m^4 J^-3
HF gamma in SI: 2.244e-63 C^4 m^4 J^-3
CI gamma in SI: 2.703e-63 C^4 m^4 J^-3
all assertions hold
```
